# Uniform zone meshes and the fcc mean-value point: verification in Python

```python
"""
Result under test: a uniform N1 x N2 x N3 mesh averages exp(i k.R) to zero unless
R is a supercell vector, so the error of a zone average is the sum of the Fourier
coefficients f_R over nonzero supercell vectors; it is exponentially small for an
insulator.  For fcc, the point that annuls stars 1 and 2 and minimises |star 3| is
(0.6223, 0.2953, 0) in units of 2 pi/a.

Symbols: theta_i = k.a_i, with a_1=(0,1,1)a/2, a_2=(1,0,1)a/2, a_3=(1,1,0)a/2.
R = (a/2) l with integer l of even sum; kappa = k a/(2 pi); k.R = pi l.kappa.
Model: two sites per cell, site energies +D and -D, neighbour hopping t (hartree).
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
D, t = 0.15, 0.10
rng = np.random.default_rng(7)


def mesh_angles(n, shift=0.0):
    axis = 2 * np.pi * (np.arange(n) + shift) / n
    return np.meshgrid(axis, axis, axis, indexing="ij")


def structure_sum(angles, sign=1):
    return 1 + sum(np.exp(sign * 1j * th) for th in angles)


def hamiltonian(angles):
    """Bloch matrix in the periodic gauge, continued analytically to complex angles."""
    g_plus, g_minus = structure_sum(angles), structure_sum(angles, -1)
    h = np.zeros(np.shape(g_plus) + (2, 2), complex)
    h[..., 0, 0], h[..., 1, 1] = D, -D
    h[..., 0, 1], h[..., 1, 0] = t * g_plus, t * g_minus
    return h


def lower_band(angles):
    return np.linalg.eigvalsh(hamiltonian(angles))[..., 0]


def angles_from_kappa(kap):
    x, y, z = kap
    return [np.pi * (y + z), np.pi * (x + z), np.pi * (x + y)]


# ---- selection rule by explicit sums on an anisotropic, shifted mesh
divisions = np.array([3, 4, 5])
shifts = rng.random(3)
points = np.array(list(itertools.product(*[range(n) for n in divisions])))
theta = 2 * np.pi * (points + shifts) / divisions
harmonics = np.array(list(itertools.product(range(-10, 11), repeat=3)))
averages = np.exp(1j * harmonics @ theta.T).mean(axis=1)
is_super = np.all(harmonics % divisions == 0, axis=1)
expected = np.where(is_super, np.exp(2j * np.pi * harmonics @ (shifts / divisions)), 0)
assert np.max(abs(averages - expected)) < 1e-11

# ---- closed form of the lower band against diagonalization
kap_random = rng.random((3, 200)) * 2
X, Y, Z = np.cos(np.pi * kap_random)
closed = -np.sqrt(D**2 + 4 * t**2 * (1 + X * Y + Y * Z + Z * X))
assert np.allclose(closed, lower_band(angles_from_kappa(kap_random)), atol=1e-13)

# ---- Fourier coefficients and converged mean from a fine mesh
n_fine = 40
band_fine = lower_band(mesh_angles(n_fine))
coef = np.fft.fftn(band_fine).real / n_fine**3
mean_energy = coef[0, 0, 0]
assert abs(lower_band(mesh_angles(37, 0.31)).mean() - mean_energy) < 1e-13
gap = -2 * band_fine.max()          # spectrum is symmetric about zero
assert abs(gap - 2 * D) < 1e-12

# ---- mesh error equals the sum over nonzero supercell coefficients
n_alias = 7                         # does not divide the fine mesh
alias_sum = sum(coef[tuple(n_alias * np.array(m))]
                for m in itertools.product(range(-2, 3), repeat=3) if any(m))
alias_error = lower_band(mesh_angles(n_alias)).mean() - mean_energy
assert abs(alias_error) > 1e-9
assert abs(alias_sum - alias_error) < 1e-12

# ---- a gap guarantees a strip: perturbation of H stays below half the gap
strip_guaranteed = np.log(1 + (gap / 2) / (6 * t))   # h times neighbour distance
unit_a = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / np.sqrt(2)
directions = rng.normal(size=(2000, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
real_angles = rng.random((3, 2000)) * 2 * np.pi
imag_angles = strip_guaranteed * unit_a @ directions.T
h_real, h_complex = hamiltonian(real_angles), hamiltonian(real_angles + 1j * imag_angles)
assert np.linalg.norm(h_complex - h_real, ord=2, axis=(1, 2)).max() < gap / 2
complex_levels = np.sort(np.linalg.eigvals(h_complex).real, axis=1)
assert complex_levels[:, 0].max() < 0 < complex_levels[:, 1].min()

# ---- edge of the strip for shifts along (110), from roots of E^2 = 0
delta = D**2 / (4 * t**2)
eta = np.arcsinh(D / (2 * t))
decay_rate = 2 * eta
nearest = np.inf
for half_difference in np.linspace(0, np.pi, 41):
    for third in np.linspace(0, np.pi, 41):
        mixed = np.cos(third) * np.cos(half_difference)
        middle = 0.5 * np.cos(2 * half_difference) + 1 + delta
        roots = np.roots([0.25, mixed, middle, mixed, 0.25])
        nearest = min(nearest, np.min(abs(np.log(abs(roots)))))
assert abs(nearest - eta) < 1e-6
local_rate = np.log(abs(coef[10, 0, 0] / coef[14, 0, 0])) / 4
assert decay_rate < local_rate < 1.25 * decay_rate

# ---- error bound for the whole mesh sum
l_all = np.array([l for l in itertools.product(range(-12, 13), repeat=3)
                  if any(l) and sum(l) % 2 == 0])
top_two = np.sort(abs(l_all), axis=1)[:, 1:].sum(axis=1)
M_bound = np.sqrt(D**2 + 4 * t**2 * (1 + np.cosh(eta))**2)


def metal_energy(n, shift=0.0):
    """Sharp Fermi level at zero in a single fcc band with hopping -t."""
    band = -t * (abs(structure_sum(mesh_angles(n, shift)))**2 - 4)
    return np.minimum(band, 0).mean()


metal_reference = metal_energy(90, 0.37)
metal_spread = abs(metal_reference - metal_energy(81, 0.21))
table = []
for n in (2, 4, 6, 8, 10, 12):
    error = abs(lower_band(mesh_angles(n)).mean() - mean_energy)
    bound = M_bound * np.exp(-decay_rate * n * top_two / 2).sum()
    assert error < bound
    table.append((n, error, bound, abs(metal_energy(n) - metal_reference)))
assert max(table[-1][3], table[-2][3]) > 3 * metal_spread
assert table[-1][3] > 1e3 * table[-1][1]

# ---- Baldereschi point: closed form against constrained optimization
stars = [l_all[(l_all**2).sum(axis=1) == s] for s in (2, 4, 6, 8, 10)]


def star_mean(m, kap):
    return np.cos(np.pi * stars[m] @ np.asarray(kap)).mean()


p = np.sqrt(1.5)
root = np.sqrt((p - 1)**2 + 4 * (p - 1))
cosines = np.array([(p - 1 - root) / 2, (p - 1 + root) / 2, 1.0])
special = np.arccos(cosines) / np.pi
A = [star_mean(m, special) for m in range(5)]
assert abs(A[0]) < 1e-13 and abs(A[1]) < 1e-13
assert np.allclose(np.round(special, 4), [0.6223, 0.2953, 0.0])
assert abs(A[2] - 2 / 3 * p * (1 - p)) < 1e-13

constraints = [{"type": "eq", "fun": lambda k, m=m: star_mean(m, k)} for m in (0, 1)]
feasible = []
for start in rng.random((40, 3)):
    res = minimize(lambda k: -star_mean(2, k), start, method="SLSQP",
                   constraints=constraints, options={"ftol": 1e-13, "maxiter": 300})
    if max(abs(star_mean(0, res.x)), abs(star_mean(1, res.x))) < 1e-7:
        feasible.append((star_mean(2, res.x), res.x))
assert len(feasible) >= 10
best_value, best_point = max(feasible, key=lambda item: item[0])
assert best_value < 0 and abs(best_value - A[2]) < 1e-6
best_cos = np.cos(np.pi * best_point)
best_cos = np.sort(best_cos * np.sign(best_cos.sum()))
assert np.allclose(best_cos, cosines, atol=1e-4)

# ---- energy at the special point and its error, star by star
special_energy = float(lower_band(angles_from_kappa(special)))
assert abs(special_energy + np.sqrt(D**2 + 4 * t**2)) < 1e-13
n_range = np.arange(-19, 20)
phases = [np.exp(1j * n_range * th) for th in angles_from_kappa(special)]
series = np.einsum("abc,a,b,c->", coef[np.ix_(n_range, n_range, n_range)], *phases)
assert abs(series - special_energy) < 1e-10
gamma_energy = float(lower_band([0.0, 0.0, 0.0]))

print(f"site energy D = {D:.2f} hartree, hopping t = {t:.2f} hartree")
print(f"gap = {gap:.4f} hartree = {gap * HARTREE_EV:.3f} eV")
print(f"selection rule: {len(harmonics)} harmonics, {is_super.sum()} supercell vectors")
print("   mesh divisions:", *divisions)
print(f"   largest deviation from the rule = {np.max(abs(averages - expected)):.1e}")
print(f"converged mean energy = {mean_energy:.10f} hartree")
print(f"   = {mean_energy * HARTREE_EV:.5f} eV")
print(f"N = {n_alias}: mesh error = {alias_error:.6e} hartree")
print(f"N = {n_alias}: supercell coefficient sum = {alias_sum:.6e} hartree")
print(f"strip guaranteed by gap, h*d = {strip_guaranteed:.4f} (d = a/sqrt 2)")
print(f"strip edge eta = {eta:.6f}, nearest root found = {nearest:.6f}")
print(f"decay rate kappa = {decay_rate:.6f} per unit N")
print(f"   factor per unit N = {np.exp(decay_rate):.4f}")
print(f"local rate of f_R, N = 10 to 14: {local_rate:.4f} per unit N")
print(f"bound constant M = {M_bound:.5f} hartree")
print("N, insulator error, bound, metal error (all errors in hartree)")
for n, error, bound, metal_error in table:
    print(f"   {n:2d}  {error:.3e}  {bound:.3e}  {metal_error:.1e}")
print(f"metal reference = {metal_reference:.6f} hartree")
print(f"   spread of two metal references = {metal_spread:.1e} hartree")
print(f"p = sqrt(3/2) = {p:.6f}")
print("cosines at special point:", *[f"{c:.6f}" for c in cosines])
print("special point (2 pi/a):", *[f"{k:.6f}" for k in special])
print(f"optimizer: {len(feasible)} feasible runs, best A3 = {best_value:.6f}")
print("star, |l|^2, members, A_m, f_m (hartree), contribution (hartree)")
for m, star in enumerate(stars):
    l1, l2, l3 = star[0]
    f_m = coef[(-l1 + l2 + l3) // 2, (l1 - l2 + l3) // 2, (l1 + l2 - l3) // 2]
    print(f"   {m + 1} {(star[0]**2).sum():3d} {len(star):3d} {A[m] + 0.0:10.6f}"
          f" {f_m:12.4e} {len(star) * f_m * A[m]:12.4e}")
print(f"energy at special point = {special_energy:.6f} hartree")
print(f"   error = {special_energy - mean_energy:.6f} hartree"
      f" = {(special_energy - mean_energy) * HARTREE_EV:.4f} eV")
print(f"energy at Gamma = {gamma_energy:.6f} hartree")
print(f"   error = {gamma_energy - mean_energy:.6f} hartree")
print("no test failed")
```

It prints:

```
site energy D = 0.15 hartree, hopping t = 0.10 hartree
gap = 0.3000 hartree = 8.163 eV
selection rule: 9261 harmonics, 175 supercell vectors
   mesh divisions: 3 4 5
   largest deviation from the rule = 7.1e-15
converged mean energy = -0.2413826232 hartree
   = -6.56836 eV
N = 7: mesh error = -1.019232e-07 hartree
N = 7: supercell coefficient sum = -1.019232e-07 hartree
strip guaranteed by gap, h*d = 0.2231 (d = a/sqrt 2)
strip edge eta = 0.693147, nearest root found = 0.693147
decay rate kappa = 1.386294 per unit N
   factor per unit N = 4.0000
local rate of f_R, N = 10 to 14: 1.6026 per unit N
bound constant M = 0.47434 hartree
N, insulator error, bound, metal error (all errors in hartree)
    2  6.733e-03  8.569e-01  1.4e-02
    4  4.099e-05  3.653e-02  5.0e-03
    6  1.011e-06  2.129e-03  2.9e-03
    8  2.782e-08  1.310e-04  1.2e-03
   10  9.863e-10  8.153e-06  4.0e-04
   12  3.759e-11  5.091e-07  4.0e-04
metal reference = -0.136235 hartree
   spread of two metal references = 2.3e-06 hartree
p = sqrt(3/2) = 1.224745
cosines at special point: -0.374836 0.599581 1.000000
special point (2 pi/a): 0.622301 0.295334 0.000000
optimizer: 40 feasible runs, best A3 = -0.183503
star, |l|^2, members, A_m, f_m (hartree), contribution (hartree)
   1   2  12   0.000000  -1.8609e-02  -3.0990e-17
   2   4   6  -0.000000   2.6883e-03  -2.3877e-18
   3   6  24  -0.183503   1.0904e-03  -4.8024e-03
   4   8  12  -0.265986   4.8623e-04  -1.5520e-03
   5  10  24   0.183503  -3.6490e-04  -1.6071e-03
energy at special point = -0.250000 hartree
   error = -0.008617 hartree = -0.2345 eV
energy at Gamma = -0.427200 hartree
   error = -0.185818 hartree
no test failed
```
